# Conductivity from random jumps on the Fermi surface: test program

```python
"""Result under test: for elastic jumps on a Fermi surface,
    sigma_ij = e^2 N_F <v_i C^+ v_j> = e^2 N_F int_0^inf <v_i(0) v_j(t)> dt.
C   collision matrix, (C g)_a = sum_b rate_ab (g_a - g_b); C^+ its inverse on
    zero-mean functions; v velocity; < > average over the Fermi surface;
N_F density of states at the Fermi energy, with spin and valleys.
Example: degenerate n-type silicon, six ellipsoidal valleys, screened donors.
Internal units: nm, fs, eV. Each valley is mapped to a unit sphere.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, simpson, solve_ivp
from scipy.linalg import expm
from scipy.special import spherical_jn, spherical_yn

# ---- constants in nm, fs, eV
hbar = sc.hbar / sc.e * 1e15
hbar2_over_m0 = sc.hbar**2 / sc.m_e / sc.e * 1e18
e2_over_eps0 = sc.e / sc.epsilon_0 * 1e9
kB = sc.k / sc.e

# ---- rough typical silicon parameters and chosen doping
density_cm3 = 1e20
density = density_cm3 * 1e-21
mass_long, mass_trans = 0.92, 0.19
permittivity = 11.7
valleys = 6
temperature = 4.2
lattice_constant = 0.543
valley_position = 0.85          # in units of 2 pi / lattice constant
nonparabolicity = 0.5           # 1/eV
lattice_mobility_300K = 1400.0  # cm2/Vs
field_V_cm = 10.0

mass_dos = (mass_long * mass_trans**2) ** (1 / 3)
kF = (3 * np.pi**2 * density / valleys) ** (1 / 3)
EF = hbar2_over_m0 * kF**2 / (2 * mass_dos)
NF = valleys * mass_dos * kF / (np.pi**2 * hbar2_over_m0)
qs2 = e2_over_eps0 * NF / permittivity
qs = np.sqrt(qs2)
V0 = e2_over_eps0 / (permittivity * qs2)
# largest rate density (zero momentum transfer), final states in one valley
K0 = 2 * np.pi / hbar * density * V0**2 * NF / (2 * valleys)


def surface(m_l, m_t, n_theta=16, n_phi=28):
    """Weights, velocities and symmetric rate density on one valley."""
    mu, w_mu = np.polynomial.legendre.leggauss(n_theta)
    phi = 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi
    M, P = np.meshgrid(mu, phi, indexing="ij")
    s = np.sqrt(1 - M**2)
    n = np.stack([s * np.cos(P), s * np.sin(P), M], axis=-1).reshape(-1, 3)
    w = np.repeat(w_mu / 2, n_phi) / n_phi
    masses = np.array([m_t, m_t, m_l])
    k = n * kF * np.sqrt(masses / mass_dos)
    v = hbar2_over_m0 / hbar * k / masses
    q2 = ((k[:, None, :] - k[None, :, :]) ** 2).sum(-1)
    return w, v, K0 * (qs2 / (q2 + qs2)) ** 2


def collision(w, K):
    return np.diag(K @ w) - K * w[None, :]


def invert(C, w, v):
    """Zero-mean solution of C x = v."""
    return np.linalg.solve(C + K0 * np.outer(np.ones(len(w)), w), v)


def diffusion(w, v, x):
    return np.einsum("a,ai,aj->ij", w, v, x)


def mobility(D):
    """cm2/Vs after the sum over the six valleys."""
    return 10 * NF / density * np.trace(D) / 3


# ---- conductivity by inversion of the collision matrix
w, v, K = surface(mass_long, mass_trans)
C = collision(w, K)
D = diffusion(w, v, invert(C, w, v))
mu_inv = mobility(D)
assert np.allclose(D, np.diag(np.diag(D)), atol=1e-9 * D[0, 0])
w2, v2, K2 = surface(mass_long, mass_trans, 12, 20)
mu_coarse = mobility(diffusion(w2, v2, invert(collision(w2, K2), w2, v2)))
assert abs(mu_coarse / mu_inv - 1) < 1e-4

# exactly one zero mode, all other relaxation rates positive
root = np.sqrt(w)
sym = root[:, None] * C / root[None, :]
rates = np.linalg.eigvalsh((sym + sym.T) / 2)
assert abs(rates[0]) < 1e-10 * K0 and rates[1] > 1e-2 * K0

# ---- time integral of the propagated velocity correlation
step, n_steps = 2.0, 1500
propagator = expm(-C * step)
u = v.copy()
corr = np.empty((n_steps + 1, 3))
for i in range(n_steps + 1):
    corr[i] = (w[:, None] * v * u).sum(0)
    u = propagator @ u
D_time = simpson(corr, dx=step, axis=0)
assert np.allclose(D_time, np.diag(D), rtol=1e-6)
mu_time = mobility(np.diag(D_time))

# ---- series in the number of jumps
gamma = K @ w
term = v / gamma[:, None]
jump_terms = []
for _ in range(200):
    jump_terms.append(mobility(diffusion(w, v, term)))
    term = (K * w) @ term / gamma[:, None]
assert abs(sum(jump_terms) / mu_inv - 1) < 1e-8
assert jump_terms[0] < mu_inv

# ---- grid-free simulation: candidate jumps at rate K0, accepted by the kernel
rng = np.random.default_rng(7)
walkers, events = 400000, 30
masses = np.array([mass_trans, mass_trans, mass_long])
k_scale = kF * np.sqrt(masses / mass_dos)


def random_k():
    n = rng.standard_normal((walkers, 3))
    n /= np.sqrt((n**2).sum(1))[:, None]
    return n * k_scale


k_now = random_k()
v_factor = hbar2_over_m0 / hbar / masses
v_start = k_now * v_factor
shift = np.zeros_like(k_now)
for _ in range(events):
    shift += k_now * v_factor * rng.exponential(1 / K0, walkers)[:, None]
    k_new = random_k()
    q2 = ((k_new - k_now) ** 2).sum(1)
    accept = rng.random(walkers) < (qs2 / (q2 + qs2)) ** 2
    k_now[accept] = k_new[accept]
sample = 10 * NF / density * (v_start * shift).sum(1) / 3
mu_mc, err_mc = sample.mean(), sample.std() / np.sqrt(walkers)
assert err_mc < 0.015 * mu_inv and abs(mu_mc - mu_inv) < 4 * err_mc

# ---- isotropic limit: Drude formula with the (1 - cos) rate
wi, vi, Ki = surface(mass_dos, mass_dos)
mu_iso = mobility(diffusion(wi, vi, invert(collision(wi, Ki), wi, vi)))
rate_tr = quad(lambda c: K0 / 2 * (1 - c)
               * (qs2 / (2 * kF**2 * (1 - c) + qs2)) ** 2, -1, 1)[0]
mu_drude = 10 * hbar2_over_m0 / hbar**2 / mass_dos / rate_tr
assert abs(mu_iso / mu_drude - 1) < 1e-5

# ---- lower bound from the initial decay, and the local (1 - cos) recipe
v2mean = (w[:, None] * v**2).sum(0)
D_bound = v2mean**2 / np.diag(diffusion(w, v, C @ v))
assert np.all(D_bound <= np.diag(D) * (1 + 1e-10))
mu_bound = mobility(np.diag(D_bound))
speed2 = (v**2).sum(1)
local_rate = (K * w * (1 - v @ v.T / speed2[:, None])).sum(1)
mu_local = mobility(diffusion(w, v, v / local_rate[:, None]))

# ---- cut surface: no jumps between halves, each half has a mean velocity
same_half = np.sign(v[:, None, 2]) == np.sign(v[None, :, 2])
C_cut = collision(w, K * same_half)
late = expm(-C_cut * 5000.0) @ v[:, 2]
plateau = (w * v[:, 2] * late).sum() / v2mean[2]
# a half sphere has mean cosine 1/2, the full sphere mean square cosine 1/3;
# tolerance covers the quadrature error at the cut
assert abs(plateau - 0.5**2 * 3) < 0.01

# ---- neglected: intervalley jumps (unit Bloch overlap, shortest transfers)
G0 = 2 * np.pi / lattice_constant
q_g = (2 - 2 * valley_position) * G0
q_f = np.sqrt(2 * (1 - valley_position) ** 2 + 1) * G0
rate_g = K0 * (qs2 / (q_g**2 + qs2)) ** 2
rate_f = 4 * K0 * (qs2 / (q_f**2 + qs2)) ** 2
N = len(w)


def with_extra_rate(r):
    return mobility(diffusion(w, v, np.linalg.solve(C + r * np.eye(N), v)))


mu_inter = with_extra_rate(rate_g + rate_f)
# explicit two-valley chain checks that such jumps only add a loss rate
cross = -rate_g * np.outer(np.ones(N), w)
C_two = np.block([[C + rate_g * np.eye(N), cross],
                  [cross, C + rate_g * np.eye(N)]])
w_two, v_two = np.tile(w, 2) / 2, np.tile(v, (2, 1))
mu_two = mobility(diffusion(w_two, v_two, invert(C_two, w_two, v_two)))
assert abs(mu_two / with_extra_rate(rate_g) - 1) < 1e-8

# ---- neglected: scattering beyond Born, isotropic mass, attractive donor
bohr = 4 * np.pi * permittivity * hbar2_over_m0 / (mass_dos * e2_over_eps0)


def phase_shifts(strength, l_max=7):
    r0, R = 1e-3, 15 / qs
    deltas = []
    for l in range(l_max + 1):
        c = strength / (bohr * (l + 1))

        def radial(r, y, l=l):
            pot = -2 * strength / bohr * np.exp(-qs * r) / r
            return [y[1], (l * (l + 1) / r**2 + pot - kF**2) * y[0]]

        sol = solve_ivp(radial, (r0, R),
                        [1 - c * r0, (l + 1) / r0 - c * (l + 2)],
                        method="DOP853", rtol=1e-10, atol=1e-12)
        y, dy = sol.y[:, -1]
        x = kF * R
        j, n = spherical_jn(l, x), spherical_yn(l, x)
        dj = j + x * spherical_jn(l, x, derivative=True)
        dn = n + x * spherical_yn(l, x, derivative=True)
        deltas.append(np.arctan((kF * dj * y - dy * x * j)
                                / (kF * dn * y - dy * x * n)))
    return np.array(deltas)


def cross_section(deltas):
    d = np.append(deltas, 0.0)
    l = np.arange(len(deltas))
    return 4 * np.pi / kF**2 * ((l + 1) * np.sin(d[:-1] - d[1:]) ** 2).sum()


born = 2 * np.pi * quad(lambda c: (1 - c) * (2 / bohr) ** 2
                        / (2 * kF**2 * (1 - c) + qs2) ** 2, -1, 1)[0]
weak = 1e-3
assert abs(cross_section(phase_shifts(weak)) / (weak**2 * born) - 1) < 5e-3
deltas = phase_shifts(1.0)
beyond_born = cross_section(deltas) / born
friedel = 2 * valleys / np.pi * ((2 * np.arange(len(deltas)) + 1) * deltas).sum()


# ---- neglected: wave-vector dependence of static screening, isotropic mass
def lindhard_integrand(c):
    x = np.sqrt((1 - c) / 2)
    F = 0.5 + (1 - x**2) / (4 * x) * np.log((1 + x) / (1 - x))
    return K0 / 2 * (1 - c) * (qs2 / (4 * kF**2 * x**2 + qs2 * F)) ** 2


screening_ratio = quad(lindhard_integrand, -1, 1)[0] / rate_tr

# ---- derived quantities
tau = np.trace(D) / v2mean.sum()
path = np.sqrt(v2mean.sum()) * tau
sigma = density_cm3 * sc.e * mu_inv


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("electron and donor density", density_cm3, "cm^-3")
show("longitudinal mass", mass_long, "m0")
show("transverse mass", mass_trans, "m0")
show("density-of-states mass", mass_dos, "m0")
show("relative permittivity", permittivity)
show("temperature", temperature, "K")
show("mean Fermi wave number kF", kF, "nm^-1")
show("Fermi energy", EF, "eV")
show("density of states N_F", NF, "eV^-1 nm^-3")
show("screening wave number", qs, "nm^-1")
show("max rate density K0", K0 * 1e3, "ps^-1")
show("states on grid", N, "", "d")
show("smallest exit rate", gamma.min() * 1e3, "ps^-1")
show("largest exit rate", gamma.max() * 1e3, "ps^-1")
show("slowest nonzero relaxation rate", rates[1] * 1e3, "ps^-1")
show("one-valley D longitudinal", 10 * D[2, 2], "cm2/s", ".5g")
show("one-valley D transverse", 10 * D[0, 0], "cm2/s", ".5g")
show("mobility, matrix inversion", mu_inv, "cm2/Vs", ".6f")
show("mobility, time integral", mu_time, "cm2/Vs", ".6f")
show("mobility, simulated jumps", mu_mc, "cm2/Vs", ".1f")
show("standard error of simulation", err_mc, "cm2/Vs", ".1f")
show("conductivity", sigma, "S/cm")
show("resistivity", 1e3 / sigma, "mOhm cm")
for t in (50, 100, 200):
    c = corr[int(t / step)].sum() / corr[0].sum()
    show(f"normalized correlation at {t} fs", c)
for j in range(4):
    show(f"mobility term after {j} jumps", jump_terms[j], "cm2/Vs", ".2f")
show("mobility, sum of jump series", sum(jump_terms), "cm2/Vs", ".2f")
show("mobility, initial-decay bound", mu_bound, "cm2/Vs", ".2f")
show("mobility, local 1-cos recipe", mu_local, "cm2/Vs", ".2f")
show("isotropic-mass mobility, matrix", mu_iso, "cm2/Vs", ".2f")
show("isotropic-mass mobility, Drude", mu_drude, "cm2/Vs", ".2f")
show("cut surface: plateau / initial value", plateau)
show("correlation time", tau, "fs")
show("mean free path", path, "nm")
show("kF times mean free path", kF * path)
show("beyond-Born / Born transport rate", beyond_born)
show("Friedel sum (1 = full screening)", friedel)
show("Lindhard / Thomas-Fermi rate", screening_ratio)
show("mobility with intervalley estimate", mu_inter, "cm2/Vs")
show("nonparabolicity times Fermi energy", nonparabolicity * EF)
show("kT / Fermi energy at 4.2 K", kB * temperature / EF)
show("kT / Fermi energy at 300 K", kB * 300 / EF)
show("rough lattice mobility at 300 K", lattice_mobility_300K, "cm2/Vs")
show("phonon / impurity rate at 300 K", mu_inv / lattice_mobility_300K)
show("example field", field_V_cm, "V/cm")
show("field energy per free path / kT", field_V_cm * 1e-7 * path
     / (kB * temperature))
print("verified")
```

Output:

```
electron and donor density: 1e+20 cm^-3
longitudinal mass: 0.92 m0
transverse mass: 0.19 m0
density-of-states mass: 0.3214 m0
relative permittivity: 11.7
temperature: 4.2 K
mean Fermi wave number kF: 0.7902 nm^-1
Fermi energy: 0.07402 eV
density of states N_F: 2.027 eV^-1 nm^-3
screening wave number: 1.77 nm^-1
max rate density K0: 39.25 ps^-1
states on grid: 448
smallest exit rate: 16.98 ps^-1
largest exit rate: 21.7 ps^-1
slowest nonzero relaxation rate: 11.39 ps^-1
one-valley D longitudinal: 8.2696 cm2/s
one-valley D transverse: 25.156 cm2/s
mobility, matrix inversion: 395.728981 cm2/Vs
mobility, time integral: 395.728984 cm2/Vs
mobility, simulated jumps: 393.5 cm2/Vs
standard error of simulation: 2.0 cm2/Vs
conductivity: 6340 S/cm
resistivity: 0.1577 mOhm cm
normalized correlation at 50 fs: 0.4182
normalized correlation at 100 fs: 0.1773
normalized correlation at 200 fs: 0.03368
mobility term after 0 jumps: 331.65 cm2/Vs
mobility term after 1 jumps: 50.16 cm2/Vs
mobility term after 2 jumps: 9.84 cm2/Vs
mobility term after 3 jumps: 2.64 cm2/Vs
mobility, sum of jump series: 395.73 cm2/Vs
mobility, initial-decay bound: 395.08 cm2/Vs
mobility, local 1-cos recipe: 391.75 cm2/Vs
isotropic-mass mobility, matrix: 310.45 cm2/Vs
isotropic-mass mobility, Drude: 310.45 cm2/Vs
cut surface: plateau / initial value: 0.7546
correlation time: 58.12 fs
mean free path: 18.45 nm
kF times mean free path: 14.58
beyond-Born / Born transport rate: 1.622
Friedel sum (1 = full screening): 1.204
Lindhard / Thomas-Fermi rate: 1.442
mobility with intervalley estimate: 358.4 cm2/Vs
nonparabolicity times Fermi energy: 0.03701
kT / Fermi energy at 4.2 K: 0.00489
kT / Fermi energy at 300 K: 0.3493
rough lattice mobility at 300 K: 1400 cm2/Vs
phonon / impurity rate at 300 K: 0.2827
example field: 10 V/cm
field energy per free path / kT: 0.05098
verified
```
